# The interchange theorem and direct and indirect relativistic effects: verification in Python

```python
"""Interchange theorem for a relativistic change of a property.

For h = h0 + lam*V + mu*W + lam*mu*U the mixed energy derivative is
    <U> + 2Re<psi_V|W|psi_0> = <U> + 2Re<psi_W|V|psi_0>,
and the same holds for self-consistent Kohn-Sham orbitals.
V : relativistic operator (spin-free one-electron X2C minus nonrelativistic)
W : property operator r^2, in all or in one angular momentum channel
U : change of the property operator caused by relativity (picture change)
lam, mu : strengths of the relativistic and of the property perturbation
Example: Hg atom, exchange-only LDA, closed spherical shells, atomic units
inside; printed numbers are in eV and angstrom.
"""
import numpy as np
from scipy.linalg import eigh, cholesky, solve_triangular, block_diag
from scipy.constants import physical_constants, fine_structure

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
A2 = BOHR**2
c = 1.0 / fine_structure
Z = 80
N_OCC = [6, 4, 3, 1]                      # occupied shells for l = 0..3
DEG = [2 * (2 * l + 1) for l in range(4)]  # electrons per shell
N_BASIS = [24, 20, 16, 13]
n_electrons = sum(g * n for g, n in zip(DEG, N_OCC))
assert n_electrons == Z


def slope(f, s):
    """Fourth-order central difference of f at zero."""
    return (8 * (f(s) - f(-s)) - (f(2 * s) - f(-2 * s))) / (12 * s)


# ---- theorem for exact eigenstates: complex Hermitian matrices ----
rng = np.random.default_rng(3)


def random_hermitian(n):
    m = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return 0.25 * (m + m.conj().T)


H0 = np.diag(np.arange(6.0)) + 0.2 * random_hermitian(6)
Vm, Wm, Um = (random_hermitian(6) for _ in range(3))


def ground(lam, mu):
    return np.linalg.eigvalsh(H0 + lam * Vm + mu * Wm + lam * mu * Um)[0]


s = 2e-4
mixed_fd = (ground(s, s) - ground(s, -s) - ground(-s, s)
            + ground(-s, -s)) / (4 * s * s)
levels, states = np.linalg.eigh(H0)
psi0 = states[:, 0]
resolvent = np.linalg.pinv(levels[0] * np.eye(6) - H0, rcond=1e-10)
explicit = (psi0.conj() @ Um @ psi0).real
by_V = explicit + 2 * np.vdot(resolvent @ Vm @ psi0, Wm @ psi0).real
by_W = explicit + 2 * np.vdot(resolvent @ Wm @ psi0, Vm @ psi0).real
assert abs(by_V - mixed_fd) < 1e-4 and abs(by_W - mixed_fd) < 1e-4

# ---- logarithmic radial grid; Hartree potential of a radial density q ----
x = np.linspace(np.log(1e-7), np.log(40.0), 1600)
dx = x[1] - x[0]
r = np.exp(x)
w = dx * r


def hartree(q):
    """Kernel 1/max(r,r'); the last term corrects the kink of the kernel."""
    shape = (-1,) + (1,) * (q.ndim - 1)
    rr, ww = r.reshape(shape), w.reshape(shape)
    charge = ww * q
    inner = np.cumsum(charge, axis=0) / rr
    outer = np.cumsum((charge / rr)[::-1], axis=0)[::-1] - charge / rr
    return inner + outer - dx**2 / 12 * q


q_1s = 4 * r**2 * np.exp(-2 * r)
assert abs(np.sum(w * q_1s * hartree(q_1s)) - 5 / 8) < 1e-6


def x2c(T, pot, ppotp):
    """Spin-free one-electron X2C Hamiltonian in an orthonormal basis."""
    n = len(T)
    dirac = np.block([[pot, T], [T, ppotp / (4 * c**2) - T]])
    metric = block_diag(np.eye(n), T / (2 * c**2))
    vec = eigh(dirac, metric)[1][:, n:]
    X = np.linalg.solve(vec[:n].T, vec[n:].T).T
    L = pot + T @ X + X.T @ T - X.T @ T @ X + X.T @ ppotp @ X / (4 * c**2)
    g, Q = np.linalg.eigh(np.eye(n) + X.T @ T @ X / (2 * c**2))
    R = (Q / np.sqrt(g)) @ Q.T
    h = R @ L @ R
    return 0.5 * (h + h.T)


u_basis, h_nr, h_rel, V, W, U = [], [], [], [], [], []
for l in range(4):
    expo = 0.02 * 2.2 ** np.arange(N_BASIS[l])
    R = r[:, None]**l * np.exp(-expo * r[:, None]**2)
    norm = np.sqrt(np.sum((w * r**2)[:, None] * R**2, axis=0))
    R = R / norm
    dR = (l / r[:, None] - 2 * expo * r[:, None]) * R
    S = (R * (w * r**2)[:, None]).T @ R
    low = cholesky(S, lower=True)
    trans = solve_triangular(low, np.eye(len(S)), lower=True).T
    R, dR = R @ trans, dR @ trans

    def local(f):
        return (R * (w * r**2 * f)[:, None]).T @ R

    def gradient(f):
        return ((dR * (w * r**2 * f)[:, None]).T @ dR
                + l * (l + 1) * (R * (w * f)[:, None]).T @ R)

    T = 0.5 * gradient(np.ones_like(r))
    nuc, pnucp = local(-Z / r), gradient(-Z / r)
    r2, pr2p = local(r**2), gradient(r**2)
    u_basis.append(r[:, None] * R)
    h_nr.append(T + nuc)
    h_rel.append(x2c(T, nuc, pnucp))
    V.append(h_rel[l] - h_nr[l])
    W.append(r2)
    m = 0.5   # large step is safe: r^2 enters X2C beyond first order as 1/c^4
    U.append((x2c(T, nuc + m * r2, pnucp + m * pr2p)
              - x2c(T, nuc - m * r2, pnucp - m * pr2p)) / (2 * m) - r2)

# one-electron ion: exact Schroedinger and Dirac 1s energies
bare_nr = np.linalg.eigvalsh(h_nr[0])[0]
bare_rel = np.linalg.eigvalsh(h_rel[0])[0]
exact_shift = c**2 * (np.sqrt(1 - (Z / c)**2) - 1) + Z**2 / 2
assert abs(bare_nr / (-Z**2 / 2) - 1) < 1e-3
# the Dirac 1s is singular at a point nucleus, Gaussians are not: 5 percent
assert abs((bare_rel - bare_nr) / exact_shift - 1) < 0.05


# ---- Kohn-Sham atom ----
def density_3d(q):
    return np.maximum(q / (4 * np.pi * r**2), 1e-40)


def screening(q):
    return hartree(q) - (3 * density_3d(q) / np.pi)**(1 / 3)


def orbitals(h, v):
    eps, C, q = [], [], np.zeros_like(r)
    for l in range(4):
        u = u_basis[l]
        e, vec = eigh(h[l] + (u * (w * v)[:, None]).T @ u, lower=False)
        eps.append(e)
        C.append(vec)
        q += DEG[l] * np.sum((u @ vec[:, :N_OCC[l]])**2, axis=1)
    return eps, C, q


def scf(h, v):
    """Anderson mixing; returns the iterate with the smallest residual."""
    vs, rs, best = [], [], (np.inf,)
    for it in range(90):
        eps, C, q = orbitals(h, v)
        res = screening(q) - v
        error = np.max(np.abs(r * res))
        if error < best[0]:
            best = (error, eps, C, q, v)
        if error < 1e-10:
            break
        vs, rs = (vs + [v])[-8:], (rs + [res])[-8:]
        new = v + 0.3 * res
        if it > 4:
            dr = np.array([res - y for y in rs[:-1]]).T
            dv = np.array([v - y for y in vs[:-1]]).T
            k = np.linalg.lstsq(r[:, None] * dr, r * res, rcond=1e-10)[0]
            new = new - (dv + 0.3 * dr) @ k
        v = new
    assert best[0] < 1e-7, best[0]
    return best[1:]


def expect(op, C):
    """Expectation value of a one-electron operator, by channel."""
    return np.array([DEG[l] * np.sum(C[l][:, :N_OCC[l]]
                     * (op[l] @ C[l][:, :N_OCC[l]])) for l in range(4)])


def add(h, op, t, channels=(0, 1, 2, 3)):
    return [h[l] + (t * op[l] if l in channels else 0) for l in range(4)]


thomas_fermi = 1 / (1 + 0.6 * r * Z**(1 / 3))**2
eps0, C0, q0, v0 = scf(h_nr, Z * (1 - thomas_fermi) / r)
eps1, C1, q1, v1 = scf(h_rel, v0)
r2_nr, r2_rel = expect(W, C0), expect(W, C1)

# ---- linear response in the space of occupied-virtual pairs ----
pairs, gap, deg2, chan, V_ia, W_ia = [], [], [], [], [], []
for l in range(4):
    n = N_OCC[l]
    occ, vir = C0[l][:, :n], C0[l][:, n:]
    uo, uv = u_basis[l] @ occ, u_basis[l] @ vir
    pairs.append((uo[:, :, None] * uv[:, None, :]).reshape(len(r), -1))
    gap.append((eps0[l][None, n:] - eps0[l][:n, None]).ravel())
    deg2.append(np.full(gap[-1].size, 2.0 * DEG[l]))
    chan.append(np.full(gap[-1].size, l))
    V_ia.append((occ.T @ V[l] @ vir).ravel())
    W_ia.append((occ.T @ W[l] @ vir).ravel())
pairs = np.hstack(pairs)
gap, deg2, chan, V_ia, W_ia = map(np.concatenate,
                                  (gap, deg2, chan, V_ia, W_ia))
n0 = density_3d(q0)
fx = -(3 * n0 / np.pi)**(1 / 3) / (3 * n0)
K = pairs.T @ (w[:, None] * (hartree(pairs)
               + (fx / (4 * np.pi * r**2))[:, None] * pairs))
mask = (chan[:, None] == np.arange(4)).astype(float)
V_cols, W_cols = V_ia[:, None] * mask, W_ia[:, None] * mask
A = np.diag(gap / deg2) + K
yV = -np.linalg.solve(A, V_cols)      # relativistic change, by source
yW = -np.linalg.solve(A, W_cols)      # property-perturbed orbitals
M = W_cols.T @ yV                     # M[L, S]: property L, source S
M_from_W = yW.T @ V_cols
y0W = -(deg2 / gap)[:, None] * W_cols
direct = y0W.T @ V_ia
indirect = y0W.T @ K @ yV.sum(axis=1)

# relativistic density change from self-consistent runs at finite lam
fd_total = slope(lambda t: expect(W, scf(add(h_nr, V, t), v0)[1]), 0.02)
fd_from_s = slope(
    lambda t: expect(W, scf(add(h_nr, V, t, (0,)), v0)[1]), 0.02)
fd_direct = slope(
    lambda t: expect(W, orbitals(add(h_nr, V, t), v0)[1]), 0.02)
assert np.allclose(M.sum(axis=1), fd_total, rtol=1e-3, atol=3e-4)
assert np.allclose(M[:, 0], fd_from_s, rtol=1e-3, atol=3e-4)
assert np.allclose(direct, fd_direct, rtol=1e-3, atol=3e-4)
assert np.allclose(indirect, fd_total - fd_direct, rtol=1e-3, atol=6e-4)

# relativistic expectation value in property-perturbed orbitals, finite mu;
# looser tolerance: a small slope of a large core-dominated energy
fd_mu_all = slope(lambda t: expect(V, scf(add(h_nr, W, t), v0)[1]), 2e-4)
fd_mu_d = slope(
    lambda t: expect(V, scf(add(h_nr, W, t, (2,)), v0)[1]), 2e-4)
assert np.allclose(M_from_W.sum(axis=0), fd_mu_all, rtol=3e-3, atol=3e-3)
assert np.allclose(M_from_W[2], fd_mu_d, rtol=3e-3, atol=3e-3)
assert abs(fd_total.sum() - fd_mu_all.sum()) < 5e-3 * abs(fd_total).max()

# picture change of r^2 against the leading Darwin estimate
picture = expect(U, C0).sum()
darwin = 3 * n_electrons / (4 * c**2)
assert abs(picture / darwin - 1) < 0.15   # higher orders in Z/c remain

# ---- output ----
print("Matrix model, mixed derivative of the eigenvalue (eV):")
print(f"  finite difference {mixed_fd:.6f}, explicit <U> {explicit:.6f}")
print(f"  V-perturbed state {by_V:.6f}, W-perturbed state {by_W:.6f}")
print(f"Hg atom: Z = {Z}, electrons = {n_electrons}, c = {c:.4f} a.u.")
print(f"Bare-ion 1s energy, nonrelativistic: {bare_nr*HARTREE:.1f} eV")
print(f"Bare-ion 1s shift, X2C: {(bare_rel-bare_nr)*HARTREE:.1f} eV")
print(f"Bare-ion 1s shift, exact Dirac: {exact_shift*HARTREE:.1f} eV")
for name, l, k in (("6s", 0, 5), ("5d", 2, 2)):
    for label, e, C in (("nonrel", eps0, C0), ("X2C", eps1, C1)):
        rms = np.sqrt(C[l][:, k] @ W[l] @ C[l][:, k]) * BOHR
        print(f"{name} {label}: energy {e[l][k]*HARTREE:.3f} eV, "
              f"rms radius {rms:.4f} angstrom")
print(f"<V> in nonrel. orbitals: {expect(V, C0).sum()*HARTREE:.1f} eV")
print("Summed <r^2> by channel (angstrom^2):")
print("  l: nonrel, X2C, full change | slope: direct, indirect, total")
for l in range(4):
    print(f"  {'spdf'[l]}: {r2_nr[l]*A2:.4f}, {r2_rel[l]*A2:.4f}, "
          f"{(r2_rel-r2_nr)[l]*A2:+.4f} | {direct[l]*A2:+.4f}, "
          f"{indirect[l]*A2:+.4f}, {M[l].sum()*A2:+.4f}")
print(f"  all: {r2_nr.sum()*A2:.4f}, {r2_rel.sum()*A2:.4f}, "
      f"{(r2_rel-r2_nr).sum()*A2:+.4f} | {direct.sum()*A2:+.4f}, "
      f"{indirect.sum()*A2:+.4f}, {M.sum()*A2:+.4f}")
print("M[L,S] (angstrom^2): row L = property, columns S = s, p, d, f")
for l in range(4):
    print(f"  {'spdf'[l]}: " + ", ".join(f"{y*A2:+.4f}" for y in M[l]))
print("  column sums: "
      + ", ".join(f"{y*A2:+.4f}" for y in M_from_W.sum(axis=0)))
print("Total slope of <r^2> without picture change (angstrom^2):")
print(f"  relativistic density change, response: {M.sum()*A2:+.5f}")
print(f"  relativistic density change, finite lam: {fd_total.sum()*A2:+.5f}")
print(f"  property-perturbed orbitals, response: {M_from_W.sum()*A2:+.5f}")
print(f"  property-perturbed orbitals, finite mu: {fd_mu_all.sum()*A2:+.5f}")
print(f"  the same total in bohr^2: {M.sum():+.4f}")
print("d-channel slope of <r^2> (angstrom^2):")
print(f"  finite lam {fd_total[2]*A2:+.5f}, finite mu "
      f"{fd_mu_d.sum()*A2:+.5f}")
print(f"  V on s electrons only, finite lam: {fd_from_s[2]*A2:+.5f}")
print(f"Picture change of <r^2>, X2C: {picture*A2:.6f} angstrom^2")
print(f"Picture change, Darwin estimate: {darwin*A2:.6f} angstrom^2")
print(f"Slope with picture change: {(M.sum()+picture)*A2:+.5f} angstrom^2")
print("PASS")
```

Printed output:

```
Matrix model, mixed derivative of the eigenvalue (eV):
  finite difference -1.417479, explicit <U> -0.108398
  V-perturbed state -1.417479, W-perturbed state -1.417479
Hg atom: Z = 80, electrons = 80, c = 137.0360 a.u.
Bare-ion 1s energy, nonrelativistic: -87075.5 eV
Bare-ion 1s shift, X2C: -8951.0 eV
Bare-ion 1s shift, exact Dirac: -9039.4 eV
6s nonrel: energy -4.585 eV, rms radius 1.7899 angstrom
6s X2C: energy -6.008 eV, rms radius 1.5528 angstrom
5d nonrel: energy -10.982 eV, rms radius 0.8471 angstrom
5d X2C: energy -8.737 eV, rms radius 0.8758 angstrom
<V> in nonrel. orbitals: -17107.9 eV
Summed <r^2> by channel (angstrom^2):
  l: nonrel, X2C, full change | slope: direct, indirect, total
  s: 7.1891, 5.4599, -1.7292 | -1.6536, +0.6401, -1.0135
  p: 2.6923, 2.4638, -0.2285 | -0.3276, +0.1292, -0.1984
  d: 7.9265, 8.4137, +0.4872 | -0.7837, +1.0230, +0.2393
  f: 1.0477, 1.1045, +0.0567 | -0.0313, +0.0698, +0.0386
  all: 18.8556, 17.4418, -1.4138 | -2.7962, +1.8621, -0.9341
M[L,S] (angstrom^2): row L = property, columns S = s, p, d, f
  s: -1.3090, +0.0299, +0.2614, +0.0042
  p: +0.0255, -0.2721, +0.0412, +0.0070
  d: +0.2287, +0.3267, -0.3426, +0.0265
  f: +0.0120, +0.0266, +0.0194, -0.0194
  column sums: -1.0429, +0.1111, -0.0206, +0.0183
Total slope of <r^2> without picture change (angstrom^2):
  relativistic density change, response: -0.93409
  relativistic density change, finite lam: -0.93409
  property-perturbed orbitals, response: -0.93409
  property-perturbed orbitals, finite mu: -0.93407
  the same total in bohr^2: -3.3357
d-channel slope of <r^2> (angstrom^2):
  finite lam +0.23926, finite mu +0.23926
  V on s electrons only, finite lam: +0.22866
Picture change of <r^2>, X2C: 0.000873 angstrom^2
Picture change, Darwin estimate: 0.000895 angstrom^2
Slope with picture change: -0.93321 angstrom^2
PASS
```
